# Why substrate screening moves the gap more than the 1s exciton: verification in Python

```python
"""
Result under test: when the surroundings of a 2D semiconductor screen more
strongly, the gap falls by (e^2/r0) ln(kappa'/kappa), while the 1s exciton line
falls much less, because the change dW(r) of the screened interaction is nearly
constant over the pair and cancels between self-energy and binding.
The larger 2s exciton shifts more than 1s, but less than the gap.

Symbols: kappa = mean dielectric constant of the surroundings,
r0 = polarizability length of the layer (angstrom), mu = reduced mass
(electron masses), W(q) = 2 pi e^2 / (q (kappa + r0 q)), energies in eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import struve, y0, y1

E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10            # e^2, eV angstrom
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20            # hbar^2/2m, eV A^2
R0, MU, K1, K2 = 40.0, 0.2, 1.0, 2.5


def w_real(r, kappa):
    x = kappa * r / R0
    return E2 * np.pi / (2 * R0) * (struve(0, x) - y0(x))


def dw_dkappa(r, kappa):
    x = kappa * r / R0
    return E2 * np.pi * r / (2 * R0**2) * (2 / np.pi - struve(1, x) + y1(x))


def gap_shift(kappa_a, kappa_b):
    return -E2 / R0 * np.log(kappa_b / kappa_a)


# Radial grid for s states; the vector is sqrt(r) times the radial function.
STEP, BOX = 0.05, 400.0
r = (np.arange(int(BOX / STEP)) + 0.5) * STEP


def s_states(potential, mu):
    t = KIN / mu / STEP**2
    edge = r[:-1] + STEP / 2
    off = -t * edge / np.sqrt(r[:-1] * r[1:])
    energy, vec = eigh_tridiagonal(2 * t + potential, off,
                                   select='i', select_range=(0, 1))
    return energy, vec


# --- interaction: definition, integral over image charges, closed form
for kappa in (K1, K2):
    dist = 10.0
    by_definition = E2 * float(mp.quadosc(
        lambda q: mp.besselj(0, q * dist) / (kappa + R0 * q), [0, mp.inf],
        zeros=lambda n: mp.besseljzero(0, int(n)) / dist))
    by_images = E2 * quad(lambda t: np.exp(-kappa * t)
                          / np.sqrt(dist**2 + (R0 * t)**2),
                          0, np.inf, limit=200)[0]
    assert abs(by_definition / w_real(dist, kappa) - 1) < 1e-6
    assert abs(by_images / w_real(dist, kappa) - 1) < 1e-6

# --- change at zero distance (s = r0 q) and its linear rise
dw0 = E2 / R0 * quad(lambda s: 1 / (K2 + s) - 1 / (K1 + s), 0, np.inf)[0]
assert abs(dw0 - gap_shift(K1, K2)) < 1e-7
tiny = 0.05
slope = (w_real(tiny, K2) - w_real(tiny, K1) - dw0) / tiny
assert abs(slope / (E2 * (K2 - K1) / R0**2) - 1) < 0.02  # next term r^2 log r
dw = w_real(r, K2) - w_real(r, K1)
assert np.all(dw < 0) and np.all(np.diff(dw) > 0)

# --- solver against the known levels of two-dimensional hydrogen
hydrogen, _ = s_states(-E2 / (10 * r), MU)
rydberg = E2**2 * MU / (4 * KIN) / 100
assert np.allclose(hydrogen, [-4 * rydberg, -rydberg / 2.25], rtol=1e-3)

# --- exciton lines for several surroundings
kappas = [1.0, 1.5, 2.5, 4.0]
levels, radii, states = {}, {}, {}
for kappa in kappas:
    levels[kappa], states[kappa] = s_states(-w_real(r, kappa), MU)
    radii[kappa] = r @ states[kappa]**2
line = {k: gap_shift(K1, k) + levels[k] - levels[K1] for k in kappas}
for k in kappas[1:]:
    assert gap_shift(K1, k) < line[k][1] < line[k][0] < 0

# --- Hellmann-Feynman slopes integrated over kappa; order of the densities
nodes, weights = np.polynomial.legendre.leggauss(8)
integrated = np.zeros(2)
origin_ratios = []
for node, weight in zip(nodes, weights):
    kappa = (K1 + K2) / 2 + node * (K2 - K1) / 2
    _, vec = s_states(-w_real(r, kappa), MU)
    slopes = -E2 / (kappa * R0) - dw_dkappa(r, kappa) @ vec**2
    integrated += weight * (K2 - K1) / 2 * slopes
    origin_ratios.append(abs(vec[0, 1] / vec[0, 0]))
    inside = np.cumsum(vec**2, axis=0)
    assert np.all(inside[:, 0] - inside[:, 1] > -1e-9)
assert np.allclose(integrated, line[K2], atol=1e-5)
assert max(origin_ratios) < 1

mean_dw = dw @ states[K1]**2
first_order = dw0 - mean_dw
assert line[K2][0] <= first_order[0] < 0                 # variational bound

# --- control: a light, large exciton loses the cancellation
MU_LIGHT = 0.02
light_a, light_vec = s_states(-w_real(r, K1), MU_LIGHT)
light_b, _ = s_states(-w_real(r, K2), MU_LIGHT)
light_shift = dw0 + light_b[0] - light_a[0]
light_radius = r @ light_vec[:, 0]**2
assert light_shift / dw0 > 1.5 * line[K2][0] / dw0

# --- two-band square lattice: self-energy change and Bethe-Salpeter kernel
N, CELL, HALF_GAP, MIX = 30, 3.2, 1.0, 1.1
CURV = KIN / MU / CELL**2 - MIX**2 / HALF_GAP            # same reduced mass
ix, iy = [m.ravel() for m in np.meshgrid(np.arange(N), np.arange(N))]
kx, ky = 2 * np.pi * ix / N, 2 * np.pi * iy / N
mass = HALF_GAP + CURV * (2 - np.cos(kx) - np.cos(ky))
ham = np.zeros((N * N, 2, 2), complex)
ham[:, 0, 0], ham[:, 1, 1] = mass, -mass
ham[:, 0, 1] = MIX * (np.sin(kx) - 1j * np.sin(ky))
ham[:, 1, 0] = ham[:, 0, 1].conj()
band, orb = np.linalg.eigh(ham)
val, con = orb[:, :, 0], orb[:, :, 1]
ov_v, ov_c = val.conj() @ val.T, con.conj() @ con.T
ov_cv = con.conj() @ val.T
site = np.fft.fftfreq(N) * N
distance = CELL * np.hypot(site[:, None], site[None, :])
# same-site distance: logarithmic mean distance from the centre of the cell
distance[0, 0] = CELL / 2 * np.exp((np.log(2) - 3 + np.pi / 2) / 2)


def to_pairs(w_sites):
    wq = np.fft.fft2(w_sites).real / N**2
    return wq[(ix[:, None] - ix) % N, (iy[:, None] - iy) % N]


def lattice(w_sites, w_reference):
    """Gap at k = 0 and lowest exciton energy; bands belong to w_reference."""
    change = to_pairs(w_sites - w_reference)
    gaps = band[:, 1] - band[:, 0]
    gaps = gaps + (change * (abs(ov_v)**2 - abs(ov_cv)**2)).sum(axis=1)
    bse = np.diag(gaps) - to_pairs(w_sites) * ov_c * ov_v.conj()
    return gaps[0], eigh(bse, eigvals_only=True, subset_by_index=[0, 0])[0]


w_a, w_b = w_real(distance, K1), w_real(distance, K2)
gap_a, exc_a = lattice(w_a, w_a)
gap_b, exc_b = lattice(w_b, w_a)
gap_c, exc_c = lattice(w_a - 0.3, w_a)                   # constant change
assert abs(gap_c - gap_a + 0.3) < 1e-9 and abs(exc_c - exc_a) < 1e-9
lat_gap, lat_exc = gap_b - gap_a, exc_b - exc_a
assert abs(lat_gap / dw0 - 1) < 0.2        # density matrix has finite range
assert 0 < lat_exc / lat_gap < 0.4

# --- numbers for the text
print(f"e^2 = {E2:.4f} eV A, hbar^2/2m = {KIN:.4f} eV A^2")
print(f"r0 = {R0:.0f} A, mu = {MU} m_e, kappa {K1} -> {K2}")
print(f"r0/kappa: {R0/K1:.1f} A -> {R0/K2:.1f} A")
print(f"dW(0) = gap shift = {dw0:.4f} eV")
print("r (A), W at kappa 1, W at 2.5, dW (eV), dW/dW(0):")
for d in (1.0, 5.0, 10.0, 20.0, 40.0, 80.0):
    a, b = w_real(d, K1), w_real(d, K2)
    print(f"  {d:4.0f}  {a:.4f}  {b:.4f}  {b-a:.4f}  {(b-a)/dw0:.3f}")
print("kappa, binding 1s, 2s (eV), mean r 1s, 2s (A):")
for k in kappas:
    print(f"  {k:.1f}  {-levels[k][0]:.4f}  {-levels[k][1]:.4f}"
          f"  {radii[k][0]:.2f}  {radii[k][1]:.2f}")
print("kappa, shift from kappa 1 of gap, 1s, 2s (eV):")
for k in kappas[1:]:
    print(f"  {k:.1f}  {gap_shift(K1, k):.4f}  {line[k][0]:.4f}"
          f"  {line[k][1]:.4f}")
print("For kappa 1 -> 2.5:")
print(f"1s shift / gap shift = {line[K2][0]/dw0:.3f}")
print(f"2s shift / gap shift = {line[K2][1]/dw0:.3f}")
print(f"1s-2s spacing: {levels[K1][1]-levels[K1][0]:.4f} eV"
      f" -> {levels[K2][1]-levels[K2][0]:.4f} eV")
print(f"mean dW in kappa=1 states: 1s {mean_dw[0]:.4f},"
      f" 2s {mean_dw[1]:.4f} eV")
print(f"first-order line shift: 1s {first_order[0]:.4f},"
      f" 2s {first_order[1]:.4f} eV")
print(f"integrated slopes: 1s {integrated[0]:.4f},"
      f" 2s {integrated[1]:.4f} eV")
print(f"kappa<r>/r0 for 1s: {K1*radii[K1][0]/R0:.3f} at kappa 1,"
      f" {K2*radii[K2][0]/R0:.3f} at 2.5")
print(f"largest |psi_2s(0)/psi_1s(0)| = {max(origin_ratios):.3f}")
print(f"Control mu = {MU_LIGHT} m_e: mean r of 1s = {light_radius:.1f} A")
print(f"  binding {-light_a[0]:.4f} -> {-light_b[0]:.4f} eV")
print(f"  1s shift {light_shift:.4f} eV, / gap shift {light_shift/dw0:.3f}")
print(f"Lattice {N}x{N}, cell {CELL} A, gap {gap_a:.2f} eV,"
      f" mixing {MIX} eV")
print(f"  curvature term {CURV:.4f} eV")
print(f"  binding {gap_a-exc_a:.4f} -> {gap_b-exc_b:.4f} eV")
print(f"  gap shift {lat_gap:.4f} eV, / dW(0) {lat_gap/dw0:.3f}")
print(f"  1s shift {lat_exc:.4f} eV, / gap shift {lat_exc/lat_gap:.3f}")
print(f"  constant dW = -0.3 eV: gap {gap_c-gap_a:.4f} eV,"
      f" 1s {abs(exc_c-exc_a):.4f} eV")
print("tests ok")
```

Running it gives:

```
e^2 = 14.3996 eV A, hbar^2/2m = 3.8100 eV A^2
r0 = 40 A, mu = 0.2 m_e, kappa 1.0 -> 2.5
r0/kappa: 40.0 A -> 16.0 A
dW(0) = gap shift = -0.3299 eV
r (A), W at kappa 1, W at 2.5, dW (eV), dW/dW(0):
     1  1.3784  1.0610  -0.3175  0.962
     5  0.8307  0.5519  -0.2789  0.845
    10  0.6162  0.3723  -0.2438  0.739
    20  0.4264  0.2306  -0.1958  0.594
    40  0.2717  0.1311  -0.1405  0.426
    80  0.1586  0.0697  -0.0889  0.269
kappa, binding 1s, 2s (eV), mean r 1s, 2s (A):
  1.0  0.5365  0.2393  10.20  34.88
  1.5  0.4209  0.1614  10.68  38.64
  2.5  0.2914  0.0887  11.63  46.43
  4.0  0.1925  0.0460  13.08  58.62
kappa, shift from kappa 1 of gap, 1s, 2s (eV):
  1.5  -0.1460  -0.0303  -0.0681
  2.5  -0.3299  -0.0848  -0.1792
  4.0  -0.4991  -0.1550  -0.3057
For kappa 1 -> 2.5:
1s shift / gap shift = 0.257
2s shift / gap shift = 0.543
1s-2s spacing: 0.2972 eV -> 0.2028 eV
mean dW in kappa=1 states: 1s -0.2484, 2s -0.1604 eV
first-order line shift: 1s -0.0814, 2s -0.1694 eV
integrated slopes: 1s -0.0848, 2s -0.1792 eV
kappa<r>/r0 for 1s: 0.255 at kappa 1, 0.727 at 2.5
largest |psi_2s(0)/psi_1s(0)| = 0.458
Control mu = 0.02 m_e: mean r of 1s = 38.8 A
  binding 0.2393 -> 0.0896 eV
  1s shift -0.1801 eV, / gap shift 0.546
Lattice 30x30, cell 3.2 A, gap 2.00 eV, mixing 1.1 eV
  curvature term 0.6503 eV
  binding 0.5406 -> 0.2945 eV
  gap shift -0.3037 eV, / dW(0) 0.921
  1s shift -0.0575 eV, / gap shift 0.190
  constant dW = -0.3 eV: gap -0.3000 eV, 1s 0.0000 eV
tests ok
```
